\section*{Schmidt magnetic moments and the nuclei 17O and 15N}

\section*{Question}

I am trying to derive the single-particle (Schmidt) magnetic moments of odd nuclei. My exercise says that the model gives about $-1.91$ nuclear magnetons for $^{17}$O and $-0.26$ for $^{15}$N, and asks for a comparison with the measured moments, which are roughly $-1.9$ and $-0.28$.

For $j=l+\tfrac12$ I put the spin parallel to the orbital angular momentum and get $\mu=l g_l+\tfrac12 g_s$. That works for $^{17}$O. For $j=l-\tfrac12$ I turned the spin over and wrote $\mu=l g_l-\tfrac12 g_s$. With $l=1$ and a proton this is $1-2.79=-1.79$, nowhere near $-0.26$. The projection $l-\tfrac12$ is what it should be, so what is wrong with my state?

I also have two smaller problems. $^{15}$N is described as having a proton \emph{hole}. Why does a missing proton not give a moment of the opposite sign? And once I have the two numbers, what does the agreement with experiment actually tell me?

\section*{Answer}

Your state has the right projection but not a definite $j$. To see what this changes, it helps to fix first what is being calculated.

\subsection*{The operator and the definition of the moment}

I measure angular momenta in units of $\hbar$ and moments in nuclear magnetons, $\mu_N=e\hbar/2m_p$. The operator for one nucleon is
\begin{equation}
\mu_z=g_l L_z+g_s S_z .
\end{equation}
A charge $e$ of mass $m_p$ on an orbit has the moment $(e/2m_p)$ times its orbital angular momentum, so $g_l=1$ for a proton. A neutron has no charge, so $g_l=0$. For a free nucleon at rest with spin up, $\langle S_z\rangle=\tfrac12$ and the moment is $g_s/2$. Hence $g_s$ is twice the free moment:
\begin{align}
\text{proton:}\quad & g_s=2(2.7928)\approx 5.586,\\
\text{neutron:}\quad & g_s=2(-1.9130)=-3.826 .
\end{align}

The number called the magnetic moment of a nucleus of spin $I$ is the expectation value of the total $\mu_z$ in the state with $M=I$. The single-particle model assumes that this state consists of filled shells plus one nucleon, or filled shells with one nucleon missing, and that each nucleon keeps its free $g$ factors. For one nucleon outside filled shells, $I=j$.

\subsection*{Filled shells and holes}

A rotation by $\pi$ about the $x$ axis turns the orbital $|j,M\rangle$ into $|j,-M\rangle$, up to a phase, and reverses both $L_z$ and $S_z$. Therefore
\begin{equation}
\langle\mu_z\rangle_{-M}=-\langle\mu_z\rangle_{M}.
\end{equation}
In a filled shell every $M$ is occupied once. The expectation value of a sum of one-nucleon operators in a Slater determinant is the sum over the occupied orbitals, so the contributions of $M$ and $-M$ cancel and the filled shell has no moment.

Now remove one nucleon. The filled shell has total projection zero, so removing the orbital with projection $M'$ leaves $-M'$. As $M'$ runs from $-j$ to $j$, the total projection takes each value from $j$ to $-j$ once. These states form a single multiplet with $I=j$. The state that defines the moment has total projection $+j$, so the missing nucleon is the one with $M'=-j$. This gives
\begin{equation}
\mu_{\text{hole}}=0-\langle\mu_z\rangle_{-j}=+\langle\mu_z\rangle_{j}.
\end{equation}
There are two sign changes: one because the nucleon is absent, the other because the absent nucleon pointed the opposite way. A hole thus has the same moment as a particle in the same shell.

\subsection*{The case $j=l+\tfrac12$}

The state with $M=l+\tfrac12$ needs the largest orbital projection and spin up. One product state has this projection, $|m_l=l,\uparrow\rangle$, so $\langle L_z\rangle=l$ and $\langle S_z\rangle=\tfrac12$:
\begin{equation}
\mu=l g_l+\tfrac12 g_s\qquad (j=l+\tfrac12).
\label{eq:plus}
\end{equation}
This is your first formula.

\subsection*{The case $j=l-\tfrac12$}

Here $l\ge1$, and two product states have the projection $M=l-\tfrac12$:
\begin{equation}
|l-1,\uparrow\rangle\quad\text{and}\quad |l,\downarrow\rangle .
\end{equation}
You kept the second and dropped the first. The state of definite $j$ is a combination,
\begin{equation}
|\psi\rangle=a\,|l-1,\uparrow\rangle+b\,|l,\downarrow\rangle .
\end{equation}

To find $a$ and $b$, note that $M=j$ is the top of the multiplet, so the raising operator $J_+=L_++S_+$ must give zero. The general rule is
\begin{equation}
L_+|m_l\rangle=\sqrt{l(l+1)-m_l(m_l+1)}\;|m_l+1\rangle .
\end{equation}
For $m_l=l-1$ the expression under the root is $l(l+1)-(l-1)l=2l$, and for $m_l=l$ it is zero. For the spin, $S_+|\downarrow\rangle=|\uparrow\rangle$ and $S_+|\uparrow\rangle=0$. Hence
\begin{equation}
J_+|\psi\rangle=\left(a\sqrt{2l}+b\right)|l,\uparrow\rangle=0
\quad\Rightarrow\quad b=-\sqrt{2l}\,a .
\end{equation}
This condition is also sufficient. Since $J^2=J_z^2+J_z+J_-J_+$, a state with $J_z=j$ and $J_+|\psi\rangle=0$ has $J^2=j^2+j=j(j+1)$. Your state $|l,\downarrow\rangle$ fails the condition, because $J_+$ turns it into $|l,\uparrow\rangle$.

Normalization, $a^2+b^2=a^2(1+2l)=1$, gives the two probabilities
\begin{equation}
a^2=\frac{1}{2l+1},\qquad b^2=\frac{2l}{2l+1}.
\end{equation}
The operators $L_z$ and $S_z$ are diagonal in the product states, so there are no cross terms in their expectation values:
\begin{align}
\langle S_z\rangle&=\tfrac12a^2-\tfrac12b^2
=-\frac{2l-1}{2(2l+1)},\\
\langle L_z\rangle&=(l-1)a^2+l\,b^2
=\frac{2l^2+l-1}{2l+1}
=\frac{(2l-1)(l+1)}{2l+1}.
\end{align}
Their sum should be $j$. Taking out the common factor,
\begin{equation}
\langle L_z\rangle+\langle S_z\rangle
=\frac{2l-1}{2l+1}\left(l+1-\tfrac12\right)
=\frac{2l-1}{2l+1}\cdot\frac{2l+1}{2}=l-\tfrac12 ,
\end{equation}
as required.

Insert the two expectation values into $\mu=g_l\langle L_z\rangle+g_s\langle S_z\rangle$. With $j=l-\tfrac12$ and $j+1=l+\tfrac12$, the common factor is $(2l-1)/(2l+1)=j/(j+1)$, and
\begin{equation}
\mu=\frac{j}{j+1}\left[(l+1)g_l-\tfrac12 g_s\right]
\qquad (j=l-\tfrac12).
\label{eq:minus}
\end{equation}

Two limits help to judge this formula. If $g_l=g_s=1$, the operator $\mu_z$ is just $J_z$, and the moment must equal $j$. The bracket is then $l+\tfrac12=j+1$, so \eqref{eq:minus} does give $j$. For large $l$, the spin-up probability $a^2$ tends to zero, $\langle S_z\rangle$ tends to $-\tfrac12$, and $\langle L_z\rangle=l-a^2$ approaches $l$. Your picture of a spin simply turned over is therefore the large-$l$ limit. For $l=1$ it is poor: the spin is up with probability $1/3$, and $\langle S_z\rangle$ is $-1/6$ instead of $-1/2$.

\subsection*{The two nuclei}

In the shell model the lowest shells $s_{1/2}$, $p_{3/2}$ and $p_{1/2}$ hold $2+4+2=8$ nucleons of each kind. The next one here is $d_{5/2}$.

$^{17}$O has 8 protons and 9 neutrons. The odd neutron is in $d_{5/2}$, with $l=2$ and $j=l+\tfrac12$. Equation \eqref{eq:plus} gives
\begin{equation}
\mu(^{17}\mathrm{O})=2\cdot0+\tfrac12(-3.826)=-1.913\ \mu_N .
\end{equation}
The neutron does have orbital angular momentum, $\langle L_z\rangle=2$, but no orbital moment. What remains is the moment of a free neutron with its spin up. It is negative because $g_s$ is negative for the neutron.

$^{15}$N has 7 protons and 8 neutrons. One proton is missing from $p_{1/2}$, with $l=1$ and $j=l-\tfrac12$. Here $\langle L_z\rangle=2/3$ and $\langle S_z\rangle=-1/6$, so
\begin{equation}
\mu(^{15}\mathrm{N})=\tfrac23\cdot1-\tfrac16(5.586)
=0.667-0.931=-0.264\ \mu_N .
\end{equation}
The proton's $g_s$ is positive, and the negative sign comes from the mean spin pointing against $j$. The orbital part cancels most of the spin part, which is why the result is small.

In Hartree atomic units of magnetic moment, $e\hbar/m_e$, the nuclear magneton is $m_e/2m_p=2.723\times10^{-4}$. The two moments are then $-5.209\times10^{-4}$ and $-7.197\times10^{-5}$. The other intermediate values are in the numerical output.

\subsection*{What the comparison shows}

I use your measured values as rough two-figure numbers, so their rounding has to be taken into account.

For $^{17}$O, $-1.9$ stands for anything within $0.05\,\mu_N$ of that value. The difference, measured minus Schmidt, lies between $-0.037$ and $+0.063\,\mu_N$. This range includes zero. At this precision the model agrees with the measurement. The sign of a remaining deviation cannot be read off, and its size is only bounded: it is at most about $0.063\,\mu_N$, or 3 percent of the Schmidt value.

For $^{15}$N, $-0.28$ is uncertain by $0.005\,\mu_N$. The difference lies between $-0.021$ and $-0.011\,\mu_N$, which excludes zero. The measured moment is more negative than the Schmidt value, by 4 to 8 percent of the latter. Because of the cancellation, this percentage makes the discrepancy look larger than it does beside the separate contributions: relative to the spin part, $0.931\,\mu_N$, it is about 1 to 2 percent.

The number does not identify the cause. Suppose you keep the $p_{1/2}$ state and adjust one $g$ factor to produce the central difference of $-0.016\,\mu_N$. Since
\begin{equation}
\delta\mu=\tfrac23\,\delta g_l-\tfrac16\,\delta g_s ,
\end{equation}
you could take $\delta g_l\approx-0.02$ with $g_s$ fixed, or $\delta g_s\approx+0.1$ with $g_l$ fixed. One measured moment cannot choose between them. Nor does it show that a change of $g$ factors is the right description: the model also leaves out admixtures of other configurations and currents that involve two nucleons at once.

\subsection*{Why admixtures enter weakly here}

For these two nuclei one can say more about admixtures, as long as the one-nucleon operator $\mu_z$ with free $g$ factors is kept and the $p_{3/2}$ and $p_{1/2}$ orbitals are given the same radial function. (A spin--orbit force makes the two radial functions somewhat different, and a small cross term can then remain.) Let $|\psi_0\rangle$ be the Schmidt state with $M=I$, and replace it by
\begin{equation}
|\psi\rangle=\sqrt{1-\varepsilon^2}\,|\psi_0\rangle+\varepsilon|\chi\rangle ,
\end{equation}
with $\varepsilon$ real and $|\chi\rangle$ normalized, orthogonal to $|\psi_0\rangle$, and of the same $I$ and $M$. In general the moment changes at first order in $\varepsilon$, through the cross term $\langle\chi|\mu_z|\psi_0\rangle$. Here this term vanishes.

In $^{17}$O, the $s$ and $p$ shells are filled for both spin directions. One may describe them by product orbitals $|m_l,m_s\rangle$, each of which is an eigenstate of $\mu_z$. Their eigenvalues add up to zero. The odd neutron is in $|m_l=2,\uparrow\rangle$, also an eigenstate. So $\mu_z|\psi_0\rangle=\mu|\psi_0\rangle$, and the cross term is $\mu\langle\chi|\psi_0\rangle=0$.

In $^{15}$N, the neutrons and the two $s$ protons contribute zero in the same way. Acting on the five $p$ protons, $\mu_z$ changes neither the radial state nor $l$, so it leads to states with one hole in the $p$ shell. With $M=\tfrac12$ there are two of these: the $p_{1/2}$ hole, which is $|\psi_0\rangle$, and the $p_{3/2}$ hole, which has $I=\tfrac32$. The first is orthogonal to $|\chi\rangle$ by assumption, the second because $|\chi\rangle$ has $I=\tfrac12$. The cross term vanishes again.

In both cases the moment becomes
\begin{equation}
\langle\psi|\mu_z|\psi\rangle
=\mu+\varepsilon^2\left(\langle\chi|\mu_z|\chi\rangle-\mu\right).
\end{equation}
The change is proportional to the probability $\varepsilon^2$ of the admixture, not to its amplitude. This makes the Schmidt values less sensitive to small admixtures, which is consistent with the close agreement. It does not prove that the admixtures are small, since $\langle\chi|\mu_z|\chi\rangle$ may happen to lie near $\mu$, or other omitted effects may compensate.

The argument relies on both spin--orbit partners of each core shell being full, apart from the one hole in $^{15}$N. If $j=l+\tfrac12$ is full and its partner $j=l-\tfrac12$ is empty, $\mu_z$ can lift a core nucleon from one to the other. That excited nucleon and the hole it leaves can couple with the odd nucleon to the original $I$, so the argument no longer excludes a first-order change.

\subsection*{The moment as a check on the shell}

The nuclear spin alone does not determine $l$: a given $j$ can come from $l=j-\tfrac12$ or from $l=j+\tfrac12$. The two possibilities have opposite parity, and they give different Schmidt values. The moment can therefore tell them apart when it lies close to one of the two values, as it does for these two nuclei. This is not a general rule. Many measured moments lie between the two values, and some lie nearer the wrong one: $^{31}$P has spin $1/2$ and even parity, so $l=0$, yet its moment of about $+1.13\,\mu_N$ is closer to the $p_{1/2}$ value $-0.264\,\mu_N$ than to the $s_{1/2}$ value $+2.793\,\mu_N$.

For $^{17}$O, with spin $5/2$, the alternative is a neutron in $f_{5/2}$, with $l=3$. Equation \eqref{eq:minus} gives
\begin{equation}
\mu=\frac{5/2}{7/2}\left[0+1.913\right]=+1.366\ \mu_N .
\end{equation}
For $^{15}$N, with spin $1/2$, the alternative is a proton in $s_{1/2}$, with $l=0$. Equation \eqref{eq:plus} gives the free-proton moment, $+2.793\,\mu_N$. Both alternatives have the wrong sign, and both miss the measured value by about $3\,\mu_N$. Compared with that, the deviations discussed above are small.

So, within the single-particle model, the measured moments clearly favour $d_{5/2}$ for $^{17}$O and $p_{1/2}$ for $^{15}$N. They do not show that the odd nucleon moves independently of the others in every respect: a moment is one expectation value, and different wave functions can share it.

\section*{Numbers as computed}
\begin{verbatim}
free proton moment: 2.7928 mu_N
free neutron moment: -1.9130 mu_N
proton g_s: 5.5857 (dimensionless)
neutron g_s: -3.8261 (dimensionless)
nuclear magneton: 2.72309e-04 a.u. (e*hbar/m_e)
17O: odd neutron, shell d5/2, l = 2, j = 2.5
17O <Lz>: 2.0000 hbar
17O <Sz>: 0.5000 hbar
17O orbital part: 0.0000 mu_N
17O spin part: -1.9130 mu_N
17O Schmidt moment: -1.9130 mu_N
17O Schmidt moment: -5.209e-04 a.u.
17O alternative shell f5/2: 1.3665 mu_N
17O measured, rough input: -1.9 mu_N
17O rounding half-width: 0.05 mu_N
17O measured minus Schmidt: 0.013 mu_N
17O deviation range: -0.037 to 0.063 mu_N
15N: odd proton, shell p1/2, l = 1, j = 0.5
15N <Lz>: 0.6667 hbar
15N <Sz>: -0.1667 hbar
15N orbital part: 0.6667 mu_N
15N spin part: -0.9309 mu_N
15N Schmidt moment: -0.2643 mu_N
15N Schmidt moment: -7.197e-05 a.u.
15N alternative shell s1/2: 2.7928 mu_N
15N measured, rough input: -0.28 mu_N
15N rounding half-width: 0.005 mu_N
15N measured minus Schmidt: -0.016 mu_N
15N deviation range: -0.021 to -0.011 mu_N
15N size of deviation: 4 to 8 percent of Schmidt moment
\end{verbatim}
